Why a Neutral Particle with Zero Dirac Radius Scatters from Charge

Suppose that a particle with no charge and no Dirac radius is taken to be blind to static charge. Two errors follow. The scattering of such a particle by the charge of a non-magnetic molecule is predicted to vanish, even when the particle carries a magnetic moment. And a measured neutron charge radius is then credited wholly to the slope of the Dirac form factor, although the term from the magnetic moment alone is about as large as the measured value. A particle that meets both conditions and still scatters shows the fault.

**The particle and its coupling**

Atomic units are used in the algebra: ħ, the electron mass and the elementary charge are 1, c is 137.036, and a charge density ρ produces a field E with ∇·E = 4πρ. The particle has spin 1/2 and mass M. It enters with momentum p and leaves with p'. The momentum transfer is q = p' − p, with Q = |q|. A static target takes up no energy, so |p'| = |p| and q has no time component.

The charge component of the particle's electromagnetic vertex is

Γ⁰ = F1 γ⁰ + F2 iσ^{0ν}q_ν/(2Mc).

F1 is the Dirac form factor and F2 the Pauli form factor; both depend on Q². F1(0) is the charge, and κ = F2(0) is the anomalous moment in units of 1/(2M). For the counter-example, let F1 = 0 at every Q and F2 = κ. Charge and Dirac radius then both vanish.

With σ^{μν} = (i/2)[γ^μ, γ^ν], one has σ^{0j} = iα_j. Lowering a spatial index changes its sign, q_j = −q^j. Hence

iσ^{0j}q_j = i·i·α_j·(−q^j) = α·q.

Let W be the particle's energy and ε = W/c. The spinors are

u(p) = √(ε + Mc) (χ, σ·p χ/(ε + Mc)),

where χ is a two-component spin state. Since p² = (ε + Mc)(ε − Mc), they obey ūu = 2Mc and u†u = 2ε.

The matrix α exchanges upper and lower components, and γ⁰ reverses the sign of the lower ones. The square-root factors cancel the denominators, leaving

J = ū(p')Γ⁰u(p) = (κ/2Mc) χ'†[σ·q σ·p − σ·p' σ·q]χ.   (1)

Take backscattering, p = −q/2 and p' = q/2. Because (σ·q)² = Q², each of the two terms in the bracket gives −Q²/2, so

J = −(κQ²/2Mc) χ'†χ.

This vanishes at Q = 0, as neutrality requires, but not at finite Q.

**One electron as target**

A fixed electron has the potential −1/r, whose Fourier transform is −4π/Q². The interaction element between plane waves of unit density is this transform times J/(2ε); the division by 2ε converts the spinors to unit density. For a slow particle ε ≈ Mc, and without spin flip

V_q = (−4π/Q²)(−κQ²/2Mc)/(2Mc) = πκ/(M²c²).

The Q² of the vertex cancels the 1/Q² of the Coulomb potential. A constant in momentum space is a contact interaction in position space: this part of the coupling acts where the particle and the electron overlap.

In first Born approximation the scattering length is b = M V_q/(2π), with b positive for repulsion. Per electron,

b_F = κ/(2Mc²).   (2)

For the neutron M = 1838.684. Its moment is −1.913043 nuclear magnetons, but that unit contains the proton mass. Multiplying by the neutron-to-proton mass ratio gives κ = −1.91568. Therefore

b_F = −1.91568/(2 × 1838.684 × 137.036²) bohr = −1.468×10⁻⁸ Å.

The negative sign means that the electron attracts the neutron. The contact strength is

πκ/(M²c²) = −3.822×10⁻¹⁰ eV Å³.

**A neutral molecule as target**

Acetylene, C2H2, is a convenient target because its closed electron shells carry no net spin moment. Its two protons do have small nuclear moments, which are left out here so that the charge acts alone. Its charge still varies in space, although the total is zero.

Let q be perpendicular to the molecular axis. All nuclei then have the same phase, and their charges add to Z = 14. Let n be the electron density and F(Q) its Fourier transform, with F(0) = 14. Each electron contributes b_F and each unit of nuclear charge −b_F, so

b(Q) = b_F[F(Q) − Z].   (3)

The density was computed by restricted Hartree–Fock in the cc-pVDZ basis, with fixed bond lengths of 1.20 Å for C–C and 1.06 Å for C–H. F was then obtained by numerical quadrature. This level leaves out electron correlation, and the nuclei are held still as point charges. The last digits below are specific to this level. Larger bases (up to cc-pVQZ) or a correlated CCSD density move F by up to 0.06 and b by about 2 percent at 1 Å⁻¹. From 4 Å⁻¹ upward b moves by less than 1 percent; at 8 Å⁻¹ it becomes 1.591×10⁻⁷ Å in cc-pVQZ, and b² becomes 2.53×10⁻¹⁴ Å². T is the neutron's kinetic energy for which the given Q means backscattering: its wave number is then Q/2, so T = (Q/2)²/(2M).

Q (Å⁻¹)   F        b (10⁻⁸ Å)   T (eV)
0         14.00    0            0
1         12.70    1.90         0.00052
2         9.93     5.97         0.0021
4         5.57     12.4         0.0083
8         3.12     16.0         0.033
16        1.68     18.1         0.133

At Q = 8 Å⁻¹ the arithmetic is

b = (−1.468×10⁻⁸ Å)(3.123 − 14) = 1.597×10⁻⁷ Å.

The backscattering cross section from this coupling is b² = 2.55×10⁻¹⁴ Å² per steradian. It is tiny but not zero, so the claim that such a particle cannot scatter from charge is false.

For q perpendicular to the axis, the sign of b is positive although electrons attract the neutron. The nuclei repel it through the same coupling, and at finite Q the spread-out electrons no longer cancel them. For other directions the nuclei have different phases and the sign can change: with q along the axis, b is negative at 4 Å⁻¹.

Two limits explain the table. At small Q, expanding the Fourier factor to second order gives

Z − F ≈ Q²S/2,

where S is the integral of n x² and x is the coordinate along q. The linear term vanishes by symmetry. The computed S is 2.84 Å² (about 2.9 Å² in larger bases, 2.78 Å² with CCSD in the same basis), so at Q = 1 Å⁻¹ the estimate is 1.42. The full value is 14 − 12.70 = 1.30, so the estimate is about 10 percent too large, relative to the full value. At large Q the electron contribution fades, and b approaches −14b_F = 2.06×10⁻⁷ Å. At 16 Å⁻¹ it has reached 88 percent of this limit. The limit belongs to clamped nuclei and exactly perpendicular q. In the real molecule the zero-point bending moves the hydrogens by about 0.14 Å rms along q. A rough estimate lowers the elastic amplitude by about 10 percent at 8 Å⁻¹ and 20 percent at 16 Å⁻¹, and at still larger Q it decays.

In position space, the density at the middle of the C–C bond is 2.68 Å⁻³. The contact energy there is

(−3.822×10⁻¹⁰ eV Å³)(2.68 Å⁻³) = −1.02×10⁻⁹ eV,

far below the kinetic energy of 0.033 eV in the row for 8 Å⁻¹. This density is sensitive to the basis: cc-pVQZ gives 2.89 Å⁻³, about 8 percent more, and a contact energy of about −1.10×10⁻⁹ eV.

These are not total neutron cross sections. F1 is still set to zero, so any contribution from the neutron's own Dirac radius is left out. The strong force of the nuclei gives a much larger amplitude, which is omitted here. Also omitted is the magnetic scattering from the proton moments. If the two proton spins are independent and randomly oriented, it does not vanish at small Q. It is about 6.7×10⁻¹⁵ Å² per steradian, which exceeds b² in the table up to the row for 2 Å⁻¹. If they form a singlet, their moments cancel and it vanishes as Q goes to zero.

**The correct general statement**

Let a neutral spin-1/2 particle have a vertex made of F1 and F2, both smooth at Q = 0. Define its Dirac radius squared as r_D² = −6 dF1/dQ² at Q = 0. Its electric radius squared is

r_E² = r_D² + 3κ/(2M²c²).   (4)

To first order in a static field and at leading order in momentum over Mc, the spin-independent interaction energy is

V = −r_E² ∇·E/6 = −(2π/3) r_E² ρ.   (5)

Thus r_D = 0 removes one contribution but leaves the Foldy term, 3κ/(2M²c²). A spin-orbit coupling proportional to κ accompanies it.

**Proof of the radius formula**

The electric radius is defined from the charge element in the frame where p = −q/2 and p' = q/2, called the Breit frame. The F2 part was found above. With F2 now allowed to depend on Q², it is −Q²F2/(2Mc), times χ'†χ.

The F1 part contains ū(p')γ⁰u(p) = u†(p')u(p). Since p' = −p, σ·p' σ·p = −p², and

u†(p')u(p) = (ε + Mc)[1 − p²/(ε + Mc)²] χ'†χ
= [(ε + Mc) − (ε − Mc)] χ'†χ
= 2Mc χ'†χ.

Dividing the sum of both parts by 2Mc gives the electric, or Sachs, form factor:

G_E = F1 − Q²F2/(4M²c²).   (6)

Differentiate with respect to Q² and set Q = 0. The term containing the derivative of F2 carries a factor Q² and drops out:

−6 dG_E/dQ² = r_D² + 6κ/(4M²c²) = r_D² + 3κ/(2M²c²).

This is (4). Dividing by 2ε instead of 2Mc would not change the result: the ratio of the two differs from 1 by a term of order Q², which multiplies a G_E that is itself of order Q². For a charged particle G_E(0) is not zero, and the choice would matter.

To obtain (5), write the spin-independent charge element at small Q as −Q²r_E²/6. Multiplication by the potential's transform φ_q gives −r_E²Q²φ_q/6. Since −∇²φ has the transform Q²φ_q and equals ∇·E, the energy in position space is −r_E²∇·E/6. Away from the Breit frame, the F1 part has relativistic corrections of relative order p²/(M²c²). They multiply an F1 already of order Q², so they are of higher order. The F2 part adds the spin term derived below.

**The same result from the Dirac equation**

For r_D = 0 the contact term can also be found without scattering states. Take F1 = 0 and constant F2, and let μ = κ/(2M). The interaction is φ_q γ⁰α·q κ/(2Mc). Because E = −∇φ, its transform is E_q = −iqφ_q, so qφ_q = iE_q. With β = γ⁰, the Hamiltonian is

H = cα·p + βMc² + i(μ/c)βα·E.

Here p is the operator −i∇. Let ν = μ/c². Since βα = −αβ, the first and third terms combine into

O = cα·(p − iνβE).

O anticommutes with β. The cross terms in H² therefore cancel, and H² = M²c⁴ + O². Moving the second α in O² to the left past β changes one sign:

O² = c² α_i α_j (p + iνβE)_i (p − iνβE)_j.

On upper components β = 1 and α_iα_j acts as σ_iσ_j, which produces a dot product plus iσ times a cross product. The dot product is

p² − iν(p·E − E·p) + ν²E² = p² − ν∇·E + ν²E²,

because p·E − E·p = −i∇·E. The cross product is

−iν p×E + iν E×p = 2iν E×p,

because a static field has no curl and therefore p×E = −E×p. Altogether,

H² − M²c⁴ = c²[p² − ν∇·E − 2νσ·(E×p) + ν²E²].   (7)

No expansion in 1/c has been made in this model. For a slow particle of kinetic energy T, the left side is approximately 2Mc²T. Dividing by 2Mc² turns the second term into

−ν∇·E/(2M) = −κ∇·E/(4M²c²),

which is (5) with r_E² = 3κ/(2M²c²). The third term is the spin-orbit coupling. The last is of second order in the field. It lies outside the first-order statement, and in a composite particle the polarizability enters at the same order.

**What the spin-orbit term does**

At a general angle the bracket in (1) has the scalar part q·p − p'·q = −Q². Its spin part is iσ·(q×p − p'×q). Since −p'×q = q×p' and p' = p + q, the two cross products are equal, and

J = (κ/2Mc) χ'†[−Q² + 2iσ·(q×p)]χ.

Sum over final spins and average over initial ones. The mixed terms cancel, and the squared bracket becomes Q⁴ + 4|q×p|². For wave number k and scattering angle θ, Q = 2k sin(θ/2) and |q×p| = k² sin θ. Thus

Q⁴ + 4|q×p|² = 16k⁴ sin⁴(θ/2) + 16k⁴ sin²(θ/2)cos²(θ/2)
= Q⁴/sin²(θ/2).

The target's charge multiplies both parts equally, so for a slow particle with F1 = 0

dσ/dΩ = b(Q)²/sin²(θ/2).   (8)

At θ = 180° the contact part stands alone. At 90° the two parts contribute equally. For acetylene at Q = 8 Å⁻¹ and 90°, the cross section is therefore 2 × 2.55×10⁻¹⁴ = 5.10×10⁻¹⁴ Å² per steradian. The same Q at the smaller angle needs twice the energy, 0.066 eV.

At fixed energy and small angle, b falls as Q² while 1/sin²(θ/2) grows as 1/Q². The cross section of acetylene therefore goes to zero in the forward direction. Neutrality alone does not ensure this: the Q² law also needs the linear term of the expansion to vanish. For a neutral polar molecule with a dipole component along q, |b| is linear in Q and the forward cross section stays finite. For a single unscreened charge b is constant, and (8) instead grows without bound.

**Reading the neutron's radius**

For the neutron the Foldy term is

3κ/(2M²c²) = 3(−1.91568)/(2 × 1838.684² × 137.036²) bohr²
= −1.267×10⁻¹¹ Å² = −0.127 fm².

The measured r_E² is roughly −0.12 fm². By (4), their closeness says that r_D² is small compared with either number. Two rough figures do not determine the remainder.

It does not say that the neutron lacks charged parts. If several constituents contribute to F1, their charges can add to zero and their slopes can nearly cancel, while each contribution is far from zero. Nor does a negative r_E² mean an imaginary length: it is a charge-weighted quantity, and for a neutral system it may have either sign.

The Foldy term vanishes if κ = 0, which leaves r_E² = r_D². The whole of r_E² vanishes when r_D² and the Foldy term add to zero. At larger Q the variation of F1 and F2 must be kept, as (6) allows. A target with unpaired electron spins or nuclear moments adds magnetic scattering, which the static charge density does not describe.
